# Longitudinal piezoelectricity of a tetragonal ferroelectric from quadratic electrostriction

## What symmetry allows

Take a crystal whose parent phase has the full cubic point group $m\bar3m$, as a cubic perovskite does; this group contains a centre of inversion. Inversion reverses the polarization $P$ and the electric field $E$, but leaves strain unchanged. The strain caused by polarization must therefore be even in $P$, and its lowest-order form is

$$x=QP^2 .$$

A piezoelectric coefficient $d=\partial x/\partial E$ is an even quantity divided by an odd one, so it must be odd in $P$. It vanishes in the unpolarized parent and changes sign when the polarization is reversed.

Dimensions are consistent with a product of three factors. The units of $Q$ are $\mathrm{m^4/C^2}$, those of $\varepsilon_0\chi=\partial P/\partial E$ are $\mathrm{C/(V\,m)}$, and those of $P$ are $\mathrm{C/m^2}$. Hence $Q\varepsilon_0\chi P$ has units m/V, as $d$ must. Neither argument supplies the numerical factor or says which susceptibility is meant. Those come from the derivative and from the mechanical conditions.

## One component

Let polarization, field and strain share one axis, and let the sample be free of stress. Strain is measured from the cubic lattice extrapolated to the same temperature, so thermal expansion is not counted. The temperature is constant, $Q$ is a constant, and the sample is one domain.

At zero field the polarization is $P$. A small field changes it to $P+\delta P$, and

$$x=Q(P+\delta P)^2=QP^2+2QP\,\delta P+Q\,\delta P^2 .$$

The first term is the spontaneous strain, which is present without a field. The second is linear in the change. The third is second order. For a small field,

$$\delta P=\varepsilon_0\chi E+O(E^2),$$

so the linear part of the strain gives

$$d=2Q\varepsilon_0\chi P .$$

The factor 2 is the derivative of a square. The susceptibility is the slope of $P(E)$ at the spontaneous state. It is not the ratio $P/(\varepsilon_0E)$, which has no finite value at $E=0$ when $P\neq0$.

**Limit: a paraelectric under bias.** Suppose there is no spontaneous polarization and $P=\varepsilon_0\chi E$ with constant $\chi$. Then $x=Q(\varepsilon_0\chi)^2E^2$. Its slope at a bias field $E_0$ is

$$\frac{dx}{dE}=2Q(\varepsilon_0\chi)^2E_0=2Q\varepsilon_0\chi P_0,\qquad P_0=\varepsilon_0\chi E_0 .$$

The same formula holds with the induced polarization $P_0$, and the linear effect vanishes with the bias. In a ferroelectric the spontaneous polarization acts as a built-in bias.

## Three components

Now let axis 3 be the polar axis of the tetragonal state. To quadratic order, the full cubic symmetry $m\bar3m$ gives (the lower centrosymmetric cubic class $m\bar3$ would allow a fourth constant)

$$\begin{aligned}
x_1&=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\\
x_3&=Q_{11}P_3^2+Q_{12}(P_1^2+P_2^2),\\
x_5&=Q_{44}P_1P_3 .
\end{aligned}$$

Here $x_5$ is the engineering shear strain in the 1–3 plane, twice the tensor component. The other strains follow by exchanging axes.

About $(0,0,P)$, the change of $x_3$ to first order is

$$\delta x_3=2Q_{11}P\,\delta P_3,$$

because $P_1$ and $P_2$ enter as squares and start from zero. A field along axis 3 also produces no linear transverse polarization. A half-turn about axis 3 leaves $E_3$ and the crystal unchanged but reverses $P_1$ and $P_2$; a linear response must therefore equal its own negative, and so is zero. With $\delta P_3=\varepsilon_0\chi_{33}E_3$,

$$\boxed{d_{33}=\left(\frac{\partial x_3}{\partial E_3}\right)_{\sigma=0}=2Q_{11}\varepsilon_0\chi_{33}P}$$

where $\sigma$ denotes stress. The same steps for $x_1$ give

$$d_{31}=2Q_{12}\varepsilon_0\chi_{33}P .$$

**Limit: no volume change.** To first order in strain, the volume strain is $x_1+x_2+x_3$, so its field derivative is $d_{33}+2d_{31}=2(Q_{11}+2Q_{12})\varepsilon_0\chi_{33}P$. If $Q_{12}=-Q_{11}/2$, the crystal lengthens along the field at constant volume to first order in strain.

## The susceptibility from an energy

To put numbers into the result, use a mean-field Landau energy density for a stress-free crystal polarized along axis 3:

$$f(P)=\tfrac12aP^2+\tfrac14bP^4+\tfrac16cP^6 .$$

Equilibrium in a field requires $E=f'(P)$. At zero field and nonzero $P$,

$$a+bP^2+cP^4=0,\qquad P^2=\frac{-b+\sqrt{b^2-4ac}}{2c}.$$

The plus sign selects the minimum for $c>0$, as the curvature shows. Differentiating $E=f'(P)$ gives

$$\frac1{\varepsilon_0\chi_{33}}=f''(P)=a+3bP^2+5cP^4 .$$

Subtract the equilibrium condition, then use the expression for $P^2$:

$$f''=2bP^2+4cP^4=2P^2(b+2cP^2)=2P^2\sqrt{b^2-4ac}.$$

This is positive, and it gives a compact form of the coefficient:

$$d_{33}=\frac{2Q_{11}P}{f''}=\frac{Q_{11}}{P\sqrt{b^2-4ac}} .$$

**Limit: a continuous transition.** Let $c=0$, $b>0$ and $a<0$. Then $P^2=-a/b$ and $f''=a+3b(-a/b)=-2a$, so

$$d_{33}=\frac{2Q_{11}\sqrt{-a/b}}{-2a}=\frac{Q_{11}}{\sqrt{-ab}} .$$

As $a$ approaches zero from below, $P$ vanishes but $d_{33}$ diverges in this model, because the susceptibility grows faster than the polarization falls. A large polarization alone does not guarantee a large coefficient.

## A numerical case

Choose round parameters in the rough regime of tetragonal barium titanate near room temperature:

- $a=-5.5\times10^7\ \mathrm{J\,m/C^2}$
- $b=-2.6\times10^9\ \mathrm{J\,m^5/C^4}$
- $c=4.8\times10^{10}\ \mathrm{J\,m^9/C^6}$
- $Q_{11}=0.11$ and $Q_{12}=-0.045\ \mathrm{m^4/C^2}$

In SI units,

$$P^2=\frac{2.6\times10^9+\sqrt{(2.6\times10^9)^2+4(5.5\times10^7)(4.8\times10^{10})}}{9.6\times10^{10}}=0.0704,$$

so $P=0.2654\ \mathrm{C/m^2}$, or $26.5\ \mathrm{\mu C/cm^2}$. The energy lies $2.37\ \mathrm{MJ/m^3}$ below that of the cubic state. The curvature is $f''=5.863\times10^8\ \mathrm{J\,m/C^2}$, whose inverse is $\varepsilon_0\chi_{33}=1.706\times10^{-9}\ \mathrm{F/m}$, or $\chi_{33}=193$. Therefore

$$d_{33}=2(0.11)(1.706\times10^{-9})(0.2654)=9.96\times10^{-11}\ \mathrm{m/V},$$

which is 99.6 pm/V. The transverse coefficient is $-40.7$ pm/V: the crystal narrows as it lengthens.

The spontaneous strain is $Q_{11}P^2=0.775\%$ along the axis. A field of 10 kV/cm along $P$ adds a linear strain of only $0.00996\%$. The piezoelectric strain is a small modulation of a much larger spontaneous one.

Two conventions shift the result slightly. Here $x_3$, $P$ and $E$ are all referred to the cubic cell, so 99.6 pm/V is the length change per volt. If elongation is divided by the actual polar length while the field is still voltage over the cubic length, $d_{33}$ is divided by $1+x_3$ and becomes 98.8 pm/V; if the field is also referred to the actual length, the two factors cancel. If the relative permittivity $1+\chi_{33}$ replaces $\chi_{33}$ while $Q_{11}$ is still defined with $P$, the result is too large by 0.52%.

## The direct effect

The same coefficient describes the charge produced by stress, provided polarization and stress are counted per area of the cubic reference cell. Let $\sigma_3$ be tensile stress and $s$ the compliance at fixed polarization. Define

$$G(P_3,\sigma_3)=f(P_3)-Q_{11}\sigma_3P_3^2-\tfrac12s\sigma_3^2 .$$

The strain is $x_3=-\partial G/\partial\sigma_3=Q_{11}P_3^2+s\sigma_3$, as required. The field is

$$E_3=\frac{\partial G}{\partial P_3}=f'(P_3)-2Q_{11}\sigma_3P_3 .$$

Hold $E_3=0$ and differentiate with respect to stress:

$$0=(f''-2Q_{11}\sigma_3)\frac{\partial P_3}{\partial\sigma_3}-2Q_{11}P_3 .$$

At zero stress this gives

$$\frac{\partial P_3}{\partial\sigma_3}=\frac{2Q_{11}P}{f''}=d_{33}.$$

Since $1\ \mathrm{V}=1\ \mathrm{N\,m/C}$, the units m/V and C/N are equal. The example therefore gives 99.6 pC/N. Tension along the axis increases the magnitude of $P$ because $Q_{11}>0$.

## Holding the crystal

The condition of zero stress now has to be relaxed. Collect the normal strains in $\mathbf x=(x_1,x_2,x_3)$ and write $\mathbf q=(Q_{12},Q_{12},Q_{11})$. With $C$ the normal-strain stiffness matrix at fixed polarization, the energy is

$$F=f(P_3)+\tfrac12(\mathbf x-\mathbf qP_3^2)^TC(\mathbf x-\mathbf qP_3^2).$$

The stress is $\boldsymbol\sigma=C(\mathbf x-\mathbf qP_3^2)$, and

$$E_3=\frac{\partial F}{\partial P_3}=f'(P_3)-2P_3\,\mathbf q^T\boldsymbol\sigma .$$

**All strains held.** Fix $\mathbf x$ at its spontaneous value. The stress starts at zero, but $\partial\boldsymbol\sigma/\partial P_3=-2PC\mathbf q$. Hence

$$\frac1{\varepsilon_0\chi_{33}^{\rm clamped}}=f''+4P^2\mathbf q^TC\mathbf q .$$

The added term is positive: polarization is harder to change when the lattice cannot follow. Take diagonal stiffness $c_{11}=180$ GPa and off-diagonal stiffness $c_{12}=80$ GPa. Then

$$\begin{aligned}
\mathbf q^TC\mathbf q&=c_{11}(Q_{11}^2+2Q_{12}^2)+2c_{12}(2Q_{11}Q_{12}+Q_{12}^2)\\
&=1.65\times10^9\ \mathrm{J\,m^5/C^4},
\end{aligned}$$

and the susceptibility falls from 193 to 108. Putting this clamped value into the formula for $d_{33}$ would give 55.6 pm/V, 44% below the stress-free result. It would not describe the clamped crystal either, since that crystal has no strain response at all.

**In-plane strains held.** A film on a rigid substrate is an intermediate case. Fix $x_1=x_2$ at their spontaneous values and leave the top surface free, so $\sigma_3=0$. Let $u=x_1-Q_{12}P_3^2$ be the in-plane elastic strain. The free-surface condition is

$$2c_{12}u+c_{11}(x_3-Q_{11}P_3^2)=0,$$

or

$$x_3=Q_{11}P_3^2-\frac{2c_{12}}{c_{11}}(x_1-Q_{12}P_3^2).$$

At fixed $x_1$,

$$\frac{\partial x_3}{\partial P_3}=2P\left(Q_{11}+\frac{2c_{12}}{c_{11}}Q_{12}\right).$$

The in-plane stress is

$$\sigma_1=(c_{11}+c_{12})u+c_{12}\left(-\frac{2c_{12}}{c_{11}}u\right)=Yu,\qquad Y=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}} .$$

Both in-plane directions contribute to the field, so $E_3=f'-4Q_{12}P_3Yu$. At $u=0$, with $\partial u/\partial P_3=-2Q_{12}P$, the inverse susceptibility is $f''+8YQ_{12}^2P^2$. Thus

$$d_{33}^{\rm film}=\frac{2P(Q_{11}+2Q_{12}c_{12}/c_{11})}{f''+8YQ_{12}^2P^2}.$$

If $Q_{12}=0$, the substrate has nothing to resist and the free result returns. Here $Y=189$ GPa and

$$d_{33}^{\rm film}=\frac{2(0.2654)(0.070)}{5.86\times10^8+2.16\times10^8}=4.63\times10^{-11}\ \mathrm{m/V},$$

or 46.3 pm/V. The substrate more than halves the coefficient, both by opposing the lateral contraction and by reducing the susceptibility.

## Beyond a small field

Return to the stress-free crystal and keep the next power of $E$. Differentiating $f'(P(E))=E$ twice gives

$$f''P'=1,\qquad f'''(P')^2+f''P''=0,$$

where primes on $P$ are field derivatives. Hence $P'=1/f''$ and $P''=-f'''/(f'')^3$. Since $x_3=Q_{11}P(E)^2$, the coefficient of $E^2$ in the strain is

$$\frac12\frac{d^2x_3}{dE^2}=Q_{11}\left[(P')^2+PP''\right]
=\frac{Q_{11}}{(f'')^2}-\frac{Q_{11}Pf'''}{(f'')^3}.$$

The first term comes from $Q_{11}\delta P^2$. The second comes from the curvature of $P(E)$. If $f'''=0$, the first remains and raises the strain.

In the example, $f'''=6bP+20cP^3=1.381\times10^{10}\ \mathrm{J\,m^3/C^3}$. The two terms are $3.2\times10^{-19}$ and $-2.0\times10^{-18}\ \mathrm{m^2/V^2}$. Saturation of the polarization is about six times larger than the visible square term, so the strain bends below the straight line.

Solving $f'(P)=E$ by Newton iteration gives the strain without truncating the series. For a field along $P$, the strain change divided by field is 98.0 pm/V at 10 kV/cm, 1.6% below the zero-field slope. At 100 kV/cm, an assumed rough breakdown field, it is 86.6 pm/V, or 13% below. The linear law is thus adequate at 10 kV/cm but poor near the assumed breakdown field.

## Tilted fields and domains

**A misaligned crystal.** Let the field and the measured length lie along $(\sin\theta,0,\cos\theta)$. The transverse field now tilts the polarization and produces shear. By cubic symmetry, polarization along axis 1 alone has the same energy function $f$ as polarization along axis 3. For polarization in the 1–3 plane, the stress-free energy is therefore $f(P_1)+f(P_3)$ plus the coupling

$$a_{12}P_1^2P_3^2+a_{112}(P_1^4P_3^2+P_1^2P_3^4),$$

with $a_{12}=3.2\times10^8\ \mathrm{J\,m^5/C^4}$ and $a_{112}=4.5\times10^9\ \mathrm{J\,m^9/C^6}$. The transverse curvature at $P_1=0$ is

$$\frac1{\varepsilon_0\chi_{11}}=a+2a_{12}P^2+2a_{112}P^4 .$$

This gives $\chi_{11}=3250$, far above $\chi_{33}$: in this model it is easier to tilt the polarization than to lengthen it. From $x_5=Q_{44}P_1P_3$, with $Q_{44}=0.059\ \mathrm{m^4/C^2}$,

$$d_{15}=Q_{44}P\varepsilon_0\chi_{11}=451\ \mathrm{pm/V}.$$

The strain along the tilted direction is $x_1\sin^2\theta+x_3\cos^2\theta+x_5\sin\theta\cos\theta$. Insert $x_1=d_{31}E\cos\theta$, $x_3=d_{33}E\cos\theta$ and $x_5=d_{15}E\sin\theta$ to obtain

$$d(\theta)=\cos\theta\left[(d_{15}+d_{31})\sin^2\theta+d_{33}\cos^2\theta\right].$$

At $\theta=0$ this is $d_{33}$. At $10^\circ$ it is 107 pm/V, an increase of 8% caused by the shear.

**Domains.** Reversed domains have opposite $d_{33}$ but equal spontaneous strain. If their mutual clamping is neglected and their walls stay fixed, equal volumes cancel in the average linear strain.

A domain polarized along axis 1 has $x_3=Q_{12}P^2$. Turning it to axis 3 changes the strain by

$$(Q_{11}-Q_{12})P^2=(0.155)(0.0704)=1.09\% .$$

At 10 kV/cm, the volume fraction that must turn to match the intrinsic strain is

$$\frac{d_{33}E}{(Q_{11}-Q_{12})P^2}=\frac{0.00996\%}{1.09\%}=0.91\% .$$

This estimate averages strain by volume and ignores elastic constraints between domains. In a crystal otherwise polarized along axis 3, switching under one percent of the volume at this field could therefore double the apparent coefficient.

## The model beside a real material

Single-domain barium titanate near room temperature has a measured $d_{33}$ of roughly 90 pm/V, so the model is in the right range. That agreement is no independent prediction, since the parameters were chosen in the regime of this material. The assumed breakdown field is high for thick ceramics and depends on thickness and electrodes. The assumptions of fixed domains and free surfaces can also fail in a real device. For the present numbers, a rigid substrate that holds the in-plane strains at their spontaneous values lowers the coefficient to 46 pm/V, while 0.91% of switched volume at 10 kV/cm doubles it. A film held at other in-plane strains has a different coefficient, and its polarization may no longer lie along axis 3.

Temperature also changes the coefficient. If $a$ rises by $6.7\times10^5\ \mathrm{J\,m/C^2}$ per kelvin, with $b$, $c$ and $Q_{11}$ held fixed, warming by 10 K raises $d_{33}$ to 105 pm/V, about 5%. The compact formula shows why: both $P$ and $\sqrt{b^2-4ac}$ in its denominator decrease. This is the effect of $a$ alone; in a real crystal $b$ and $c$ can also vary with temperature and alter the figure. The increase cannot be extended through a phase transition, where the chosen tetragonal state ceases to be the stable one.

Numbers in the example were calculated in double precision.
